# Quasispin ranks of the Coulomb interaction and seniority mixing across a shell: verification in Python

```python
# RESULT UNDER TEST
# The Coulomb operator V of a shell l^N is a sum of quasispin ranks 0, 1, 2.
# Rank 1 is (2*Omega-1)*E_av*Qz, and only rank 2 changes the seniority v.
# Its elements between v and v, v+2, v+4 depend on N through one 3j factor.
# Symbols: Omega = 2l+1, Q = (Omega-v)/2, M = (N-Omega)/2,
# F[k] = Slater integrals (hartree), E_av = mean interaction of a pair.
# Spin orbital p: m = p % Omega - l, spin up for p < Omega, else spin down.
from itertools import combinations
from math import sqrt
import numpy as np
import scipy.sparse as sp
from scipy.constants import physical_constants
from scipy.linalg import null_space
from scipy.special import factorial, lpmv
from sympy import Rational
from sympy.physics.wigner import wigner_3j

TOL = 1e-9


def theta(l, m, x):
    """Normalized polar part of a spherical harmonic."""
    a = abs(m)
    norm = sqrt((2*l + 1)/2*factorial(l - a)/factorial(l + a))
    return norm*lpmv(a, l, x)*((-1)**a if m < 0 else 1)


def angular_integrals(l, k):
    """<l m|C^k_(m-m')|l m'> by Gauss-Legendre quadrature."""
    x, w = np.polynomial.legendre.leggauss(24)
    c = np.zeros((2*l + 1, 2*l + 1))
    for i in range(2*l + 1):
        for j in range(2*l + 1):
            if abs(i - j) <= k:
                f = theta(l, i - l, x)*theta(k, i - j, x)*theta(l, j - l, x)
                c[i, j] = sqrt(2/(2*k + 1))*np.sum(w*f)
    return c


def act(det, ops):
    """Apply a product of (orbital, 1=create / 0=annihilate) to a determinant."""
    sign = 1
    for p, create in reversed(ops):
        if (det >> p) & 1 == create:
            return 0, det
        if bin(det & ((1 << p) - 1)).count("1") % 2:
            sign = -sign
        det ^= 1 << p
    return sign, det


def matrix(terms, dets):
    index = {d: i for i, d in enumerate(dets)}
    rows, cols, vals = [], [], []
    for j, det in enumerate(dets):
        for coef, ops in terms:
            sign, new = act(det, ops)
            if sign and new in index:
                rows.append(index[new])
                cols.append(j)
                vals.append(sign*coef)
    return sp.csr_matrix((vals, (rows, cols)), shape=(len(dets),)*2, dtype=float)


def coulomb_terms(l, F):
    om = 2*l + 1
    c = {k: angular_integrals(l, k) for k in F}

    def integral(a, b, e, f):
        if a//om != e//om or b//om != f//om:
            return 0.0
        a, b, e, f = a % om, b % om, e % om, f % om
        sign = -1 if (a - e) % 2 else 1
        return sum(F[k]*sign*c[k][a, e]*c[k][b, f] for k in F)

    terms = []
    pairs = list(combinations(range(2*om), 2))
    for a, b in pairs:
        for e, f in pairs:
            if a % om + b % om == e % om + f % om and a//om + b//om == e//om + f//om:
                g = integral(a, b, e, f) - integral(a, b, f, e)
                if abs(g) > 1e-14:
                    terms.append((g, [(a, 1), (b, 1), (f, 0), (e, 0)]))
    return terms


def pair_terms(l, c, q):
    """Singlet pair creator belonging to the one-body matrix c, component q."""
    om = 2*l + 1
    return [((-1)**j*c[i, j], [(i, 1), (om + 2*l - j, 1)])
            for i in range(om) for j in range(om) if i - j == q]


def one_body_terms(l, c, q):
    om = 2*l + 1
    return [(c[i, j], [(i + s*om, 1), (j + s*om, 0)]) for s in (0, 1)
            for i in range(om) for j in range(om) if i - j == q]


def comm(A, B):
    return A @ B - B @ A


def size(A):
    return abs(A).max()


def split_ranks(V, Qp, Qm, Qz):
    """Separate ranks 0, 1, 2 with the quasispin Casimir of double commutators."""
    def casimir(X):
        return (comm(Qz, comm(Qz, X))
                + 0.5*(comm(Qp, comm(Qm, X)) + comm(Qm, comm(Qp, X))))
    first = casimir(V)
    second = casimir(first)
    V2 = (second - 2*first)/24
    V1 = (6*first - second)/8
    V0 = V - V1 - V2
    assert size(casimir(V2) - 6*V2) < TOL      # no rank above 2 is present
    assert size(casimir(V1) - 2*V1) < TOL
    assert size(comm(Qp, V0)) < TOL and size(comm(Qm, V0)) < TOL
    return V0, V1, V2


def reduced_square(l, k):
    return (2*l + 1)**2*float(wigner_3j(l, k, l, 0, 0, 0))**2


def pair_average(l, F):
    om = 2*l + 1
    return F[0] - sum(F[k]*reduced_square(l, k) for k in F if k)/(om*(2*om - 1))


def n_factor(om, v, w, N):
    """Rank-2 element between v and w at N, relative to its value at N = w."""
    if w == v:
        Q, M = (om - v)/2, (N - om)/2
        return (3*M*M - Q*(Q + 1))/(Q*(2*Q - 1))
    if w == v + 2:
        return (om - N)/(om - v - 2)*sqrt((N - v)*(2*om - N - v)/(4*(om - v - 1)))
    return sqrt((N - v)*(N - v - 2)*(2*om - N - v)*(2*om - N - v - 2)
                / (32*(om - v - 2)*(om - v - 3)))


# ---- full Fock space of the d shell: explicit operators of each rank ----
l, om = 2, 5
F = {0: 0.90, 2: 0.40, 4: 0.25}
dets = list(range(2**(2*om)))
one = sp.identity(len(dets), format="csr")
Qp = matrix(pair_terms(l, np.eye(om), 0), dets)
Qm = Qp.T.tocsr()
Qz = sp.diags([(bin(d).count("1") - om)/2 for d in dets]).tocsr()
assert size(comm(Qp, Qm) - 2*Qz) < TOL
Qsq = Qz @ Qz + 0.5*(Qp @ Qm + Qm @ Qp)
V = matrix(coulomb_terms(l, F), dets)
V0, V1, V2 = split_ranks(V, Qp, Qm, Qz)
V2_formula = 2*F[0]*(Qz @ Qz - Qsq/3)
V0_formula = F[0]*(2*Qsq/3 + om*(om - 1)/2*one)
for k in (2, 4):
    c = angular_integrals(l, k)
    ZZ, PP = 0*one, 0*one
    for q in range(-k, k + 1):
        Z = matrix(one_body_terms(l, c, q), dets)
        Pdag = matrix(pair_terms(l, c, q), dets)
        assert size(comm(Qp, Z) + 2*Pdag) < TOL
        assert size(comm(Qm, comm(Qp, Z)) - 2*Z) < TOL
        ZZ = ZZ + Z.T @ Z
        PP = PP + Pdag @ Pdag.T + Pdag.T @ Pdag
    V2_formula = V2_formula + F[k]/3*(ZZ - PP)
    V0_formula = V0_formula + F[k]*((ZZ + 2*PP)/6 - reduced_square(l, k)/2*one)
assert size(V2 - V2_formula) < TOL and size(V0 - V0_formula) < TOL
assert size(V1 - (2*om - 1)*pair_average(l, F)*Qz) < TOL
for k in (1, 3):                              # odd tensors are quasispin scalars
    c = np.array([[(-1)**i*float(wigner_3j(l, k, l, l - i, i - j, j - l))
                   for j in range(om)] for i in range(om)])
    for q in (0, 1):
        Z = matrix(one_body_terms(l, c, q), dets)
        assert size(Z) > 0.01 and size(comm(Qp, Z)) < TOL

# ---- N laws against 3j symbols ----
om = 7
for v in range(om):
    for w in (v, v + 2, v + 4):
        if w > om or (w == v and om - v < 2) or (w == v + 2 and w == om):
            continue
        Q1, Q2 = Rational(om - v, 2), Rational(om - w, 2)

        def wigner_eckart(N):
            M = Rational(N - om, 2)
            return (-1)**int(Q1 - M)*float(wigner_3j(Q1, 2, Q2, -M, 0, M))
        for N in range(w, 2*om - w + 1, 2):
            ratio = wigner_eckart(N)/wigner_eckart(w)
            assert abs(ratio - n_factor(om, v, w, N)) < TOL

# ---- f shell: every seniority block, even and odd N ----
l = 3
F = {0: 0.90, 2: 0.40, 4: 0.25, 6: 0.18}
E_av = pair_average(l, F)
slope = (2*om - 1)*E_av
terms = coulomb_terms(l, F)
saved = {}
for twice_ms in (0, 1):
    dets = []
    for d in range(2**(2*om)):
        occ = [p for p in range(2*om) if (d >> p) & 1]
        if (sum(p % om - l for p in occ) == 0
                and sum(1 if p < om else -1 for p in occ) == twice_ms):
            dets.append(d)
    number = np.array([bin(d).count("1") for d in dets])
    Qp = matrix(pair_terms(l, np.eye(om), 0), dets).toarray()
    Qm, Qz = Qp.T, np.diag((number - om)/2)
    V = matrix(terms, dets).toarray()
    V0, V1, V2 = split_ranks(V, Qp, Qm, Qz)
    assert size(V1 - slope*Qz) < TOL
    chain = {}
    for v in range(twice_ms, om + 1, 2):
        low, below = np.where(number == v)[0], np.where(number == v - 2)[0]
        kernel = np.eye(len(low)) if v < 2 else null_space(Qm[np.ix_(below, low)])
        X = np.zeros((len(dets), kernel.shape[1]))
        X[low] = kernel
        Q = (om - v)/2
        for N in range(v, 2*om - v + 1, 2):
            chain[v, N] = X
            assert size(X.T @ X - np.eye(X.shape[1])) < TOL
            M = (N - om)/2
            if N < 2*om - v:
                X = Qp @ X/sqrt(Q*(Q + 1) - M*(M + 1))
    assert sum(X.shape[1] for X in chain.values()) == len(dets)

    def block(A, v, w, N):
        return chain[v, N].T @ A @ chain[w, N]

    for v in range(twice_ms, om + 1, 2):
        for w in range(v, om + 1, 2):
            for N in range(w, 2*om - w + 1, 2):
                B = block(V, v, w, N)
                if w > v + 4 or (w == v + 2 and N == om):
                    assert size(B) < TOL
                elif w > v:
                    ref = block(V, v, w, w)
                    assert size(B - n_factor(om, v, w, N)*ref) < TOL
                else:
                    unit = np.eye(len(B))
                    D = B - slope*(N - om)/2*unit
                    D_low = block(V, v, v, v) - slope*(v - om)/2*unit
                    B2 = block(V2, v, v, N)
                    if om - v < 2:
                        assert size(B2) < TOL and size(D - D_low) < TOL
                        continue
                    D_next = block(V, v, v, v + 2) - slope*(v + 2 - om)/2*unit
                    x = (N - v)*(2*om - N - v)/(4*(om - v - 1))
                    assert size(D - D_low - x*(D_next - D_low)) < TOL
                    assert size(B2 - n_factor(om, v, v, N)*block(V2, v, v, v)) < TOL
    saved[twice_ms] = (dets, number, V, chain)
    if twice_ms == 1:
        block_15 = np.linalg.norm(block(V, 1, 5, 5)), np.linalg.norm(block(V, 1, 5, 7))
        block_35 = np.linalg.norm(block(V, 3, 5, 5)), np.linalg.norm(block(V, 3, 5, 7))
        assert min(block_15) > 1e-4 and block_35[0] > 1e-4

# ---- worked example in the f shell ----
dets, number, V, chain = saved[0]
hartree_ev = physical_constants["Hartree energy in eV"][0]
print("f shell, Omega =", om)
print("F0, F2, F4, F6 (hartree):", *[f"{F[k]:.2f}" for k in F])
print(f"pair average E_av = {E_av:.6f} hartree")
print(f"rank-1 coefficient (2 Omega-1) E_av = {slope:.6f} hartree")

coupling = block(V, 0, 4, 4)[0]
b = np.linalg.norm(coupling)
assert b > 1e-4
partner = coupling/b
print("1S element v=0 to v=4: N, direct (hartree), factor R")
for N in (4, 6, 8, 10):
    direct = block(V, 0, 4, N)[0] @ partner
    print(f"  {N:2d} {direct:.6f} {n_factor(om, 0, 4, N):.6f}")
    if N == 6:
        print(f"     the same at N=6 in eV: {direct*hartree_ev:.4f}")

a = block(V, 0, 0, 4)[0, 0]
d = partner @ block(V, 4, 4, 4) @ partner
levels, vectors = np.linalg.eigh([[a, b], [b, d]])
four, ten = [np.where(number == N)[0] for N in (4, 10)]
spectrum4 = np.linalg.eigvalsh(V[np.ix_(four, four)])
spectrum10 = np.linalg.eigvalsh(V[np.ix_(ten, ten)])
assert all(min(abs(spectrum4 - e)) < TOL for e in levels)
assert size(spectrum10 - spectrum4 - 3*slope) < TOL
print(f"f4 1S diagonal, v=0: {a:.6f} hartree")
print(f"f4 1S diagonal, v=4: {d:.6f} hartree")
print(f"f4 1S levels: {levels[0]:.6f} {levels[1]:.6f} hartree")
print(f"v=0 weight in lower, upper level: {vectors[0,0]**2:.5f} {vectors[0,1]**2:.5f}")
print(f"shift of all levels, f4 to f10: {3*slope:.6f} hartree")

print("f2 terms: 2S+1, L, v=2 to v=4 coupling at N=4 (hartree)")
index = {det: i for i, det in enumerate(dets)}
found = {}
for L in range(1, 7):
    state = np.zeros(len(dets))
    for i in range(om):
        det = (1 << i) | (1 << (om + 2*l - i))
        state[index[det]] = sqrt(2*L + 1)*float(wigner_3j(l, l, L, i - l, l - i, 0))
    coefs = chain[2, 2].T @ state
    assert abs(coefs @ coefs - 1) < TOL
    energy = state @ V @ state
    assert size(V @ state - energy*state) < TOL
    row = coefs @ block(V, 2, 4, 4)
    found[L] = (np.linalg.norm(row), coefs, row)
    print(f"  {3 if L % 2 else 1} {L} {found[L][0]:.6f}")
best = max(found, key=lambda L: found[L][0])
strength, coefs, row = found[best]
assert strength > 1e-4
print(f"strongest: 2S+1 = {3 if best % 2 else 1}, L = {best}")
print("its v=2 to v=4 element: N, direct (hartree), factor R")
for N in (4, 6, 8, 10):
    direct = coefs @ block(V, 2, 4, N) @ row/strength
    print(f"  {N:2d} {direct:.6f} {n_factor(om, 2, 4, N):.6f}")

print("diagonal elements (hartree): N, 1S v=0, strongest term v=2")
for N in range(0, 2*om + 1, 2):
    text = f"  {N:2d} {block(V, 0, 0, N)[0, 0]:.6f}"
    if 2 <= N <= 2*om - 2:
        text += f" {coefs @ block(V, 2, 2, N) @ coefs:.6f}"
    print(text)
print("odd N, M_L=0, M_S=1/2: block norms (hartree) at N=5, N=7")
print(f"  v=1 to 5: {block_15[0]:.6f} {block_15[1]:.6f}")
print(f"  v=3 to 5: {block_35[0]:.6f} {block_35[1]:.6f}")
print(f"factor R for v=1 to 5 at N=7: {n_factor(om, 1, 5, 7):.6f}")
print("PASS")
```

Running it gives:

```
f shell, Omega = 7
F0, F2, F4, F6 (hartree): 0.90 0.40 0.25 0.18
pair average E_av = 0.885071 hartree
rank-1 coefficient (2 Omega-1) E_av = 11.505921 hartree
1S element v=0 to v=4: N, direct (hartree), factor R
   4 0.150867 1.000000
   6 0.202410 1.341641
     the same at N=6 in eV: 5.5078
   8 0.202410 1.341641
  10 0.150867 1.000000
f4 1S diagonal, v=0: 5.658772 hartree
f4 1S diagonal, v=4: 5.588389 hartree
f4 1S levels: 5.468663 5.778498 hartree
v=0 weight in lower, upper level: 0.38642 0.61358
shift of all levels, f4 to f10: 34.517762 hartree
f2 terms: 2S+1, L, v=2 to v=4 coupling at N=4 (hartree)
  3 1 0.064008
  1 2 0.156786
  3 3 0.082633
  1 4 0.107452
  3 5 0.100898
  1 6 0.057897
strongest: 2S+1 = 1, L = 2
its v=2 to v=4 element: N, direct (hartree), factor R
   4 0.156786 1.000000
   6 0.064008 0.408248
   8 -0.064008 -0.408248
  10 -0.156786 -1.000000
diagonal elements (hartree): N, 1S v=0, strongest term v=2
   0 0.000000
   2 1.094079 0.928533
   4 5.658772 5.563989
   6 13.694079 13.634678
   8 25.200000 25.140598
  10 40.176535 40.081751
  12 58.623683 58.458137
  14 80.541445
odd N, M_L=0, M_S=1/2: block norms (hartree) at N=5, N=7
  v=1 to 5: 0.143125 0.175292
  v=3 to 5: 0.395806 0.000000
factor R for v=1 to 5 at N=7: 1.224745
PASS
```
